# Dingle's Series for the Conductivity of a Partly Specular Circular Wire

## A family of equal chords

Consider electrons that cross a wire from wall to wall along straight chords, all of the same length $L$. At each wall hit an electron is reflected specularly with probability $p$, keeping its velocity along the wire. With probability $1-p$ it is re-emitted diffusely and loses its drift. Let bulk collisions be so rare that they hardly occur between two diffuse hits, $L/(1-p)\ll\lambda$, where $\lambda$ is the bulk mean free path.

An axial field gives an electron a drift proportional to the distance travelled since its last randomizing event. In the bulk the mean of this distance is $\lambda$. In the wire, an electron found at a random point of its chord is on average $L/2$ from the last hit. The last diffuse hit lies $k$ chords further back with probability $(1-p)p^k$, so the mean distance is

$$\frac L2+L\sum_{k\ge0}k(1-p)p^k=\frac L2+\frac{Lp}{1-p}=\frac L2\,\frac{1+p}{1-p}. \tag{1}$$

The same number follows from another grouping. Call the chords between two successive diffuse hits a run. A run has $n$ chords with probability $(1-p)p^{n-1}$, and its mean number of chords is $1/(1-p)$. A chord picked at random is more likely to belong to a long run; the probability that its run has $n$ chords is

$$w_n=\frac{n(1-p)p^{n-1}}{1/(1-p)}=(1-p)^2\,n\,p^{n-1},\qquad \sum_{n\ge1}w_n=1. \tag{2}$$

Within such a run the mean distance from the diffuse start is $nL/2$. Since $\sum n^2p^{n-1}=(1+p)/(1-p)^3$, the average $\sum w_n\,nL/2$ reproduces (1).

A run of $n$ equal chords thus acts as one chord of length $nL$ with diffuse ends. When bulk scattering is restored, the ratio of length to mean free path is what matters, and $nL/\lambda=L/(\lambda/n)$: the run is equivalent to a single chord in a metal of mean free path $\lambda/n$. It remains to show that this holds for a whole circular wire, whose chords are of many lengths.

## Statement and assumptions

A long circular wire of diameter $d$ carries a weak, uniform axial field $E$. The metal has a spherical Fermi surface, Fermi speed $v_F$ and one relaxation time $\tau$, so $\lambda=v_F\tau$. Transport is semiclassical, there is no magnetic field, and $p$ is the same constant for all wall hits, with $0\le p<1$. Define

$$\kappa=\frac d\lambda,\qquad R_p(\kappa)=\frac{\sigma_p}{\sigma_0},$$

where $\sigma_p$ is the wire conductivity and $\sigma_0$ that of the bulk metal with the same $\lambda$. The result is

$$\boxed{R_p(\kappa)=(1-p)^2\sum_{n=1}^{\infty}n\,p^{n-1}R_0(n\kappa)} \tag{3}$$

where $R_0$ belongs to fully diffuse walls. The argument $n\kappa=d/(\lambda/n)$ is that of the same wire with mean free path $\lambda/n$.

The quantity averaged in (3) is a ratio to the bulk, and the bulk changes with the mean free path. At fixed carrier density $\sigma_0\propto\lambda$, so the diffuse wire with mean free path $\lambda/n$ has the absolute conductivity $\sigma_{\rm dif}(\lambda/n)=(\sigma_0/n)R_0(n\kappa)$. Solving for $R_0(n\kappa)$ and inserting it in (3) gives

$$\sigma_p(\lambda)=(1-p)^2\sum_{n=1}^\infty n^2p^{n-1}\,\sigma_{\rm dif}(\lambda/n). \tag{4}$$

The weights in (4) sum to $(1+p)/(1-p)$, not to one. The weighted sum is an average for the ratios, but not for the absolute conductivities.

## Solution along a path

Let the electron charge be $-e$ and the distribution $f_0(\varepsilon)+f_1$. To first order in $E$ the stationary Boltzmann equation is

$$\mathbf v\cdot\nabla f_1+\frac{f_1}{\tau}=eE\,v_z\,\frac{df_0}{d\varepsilon}. \tag{5}$$

Without walls, $f_1=f_b\equiv eE\tau v_z\,df_0/d\varepsilon$. In the wire write $f_1=f_b\,h$. Between hits $v_z$ is constant, so with $s$ the distance along the path (5) becomes

$$\lambda\frac{dh}{ds}+h=1. \tag{6}$$

The deficit $\delta=1-h$ obeys $\lambda\,d\delta/ds=-\delta$ and decays as $e^{-s/\lambda}$.

At the wall, the diffusely emitted electrons have a distribution that depends on energy alone. Its value is fixed by conservation of particles: it must carry away the diffusely scattered part of the incoming flux. Since $f_1$ is odd in $v_z$, that flux vanishes, and diffuse emission adds nothing to $f_1$. Hence $h_{\rm out}=p\,h_{\rm in}$, or

$$\delta_{\rm out}=1-p(1-\delta_{\rm in})=(1-p)+p\,\delta_{\rm in}. \tag{7}$$

Follow the path backwards from a given point and let $S_0<S_1<\dots$ be the distances back to the successive hits, with specular reflection at each. Decay from the last hit gives $\delta=e^{-S_0/\lambda}[(1-p)+p\,\delta_{\rm in}]$. The incoming deficit has the same form with the decay from the hit before. Repeating this,

$$\delta=(1-p)\sum_{k=0}^\infty p^k e^{-S_k/\lambda}. \tag{8}$$

The remainder after $N$ steps is at most $p^N$ times a bounded deficit and tends to zero. Equation (8) holds for any cross-section.

## Why the circle is special

At the wall of a circular cylinder the normal is radial. Specular reflection reverses the radial velocity and leaves three things unchanged: $v_z$, the transverse speed, and the angular momentum about the axis. Let $\theta$ be the angle between velocity and axis. The distance $b$ of the projected chord from the centre is the angular momentum divided by mass and transverse speed, so $b$ is conserved as well. The projected chord has length $c=2\sqrt{d^2/4-b^2}$, and the chord itself $L=c/\sin\theta$. All chords of one specular path are therefore equal. With $s$ the distance back to the last hit, $S_k=s+kL$, and (8) is a geometric series:

$$\delta(s)=\frac{(1-p)\,e^{-s/\lambda}}{1-p\,e^{-L/\lambda}}. \tag{9}$$

Average $h=1-\delta$ along the chord, using $\frac1L\int_0^Le^{-s/\lambda}ds=(1-e^{-x})/x$ with $x=L/\lambda$:

$$F_p(x)=1-\frac{(1-p)(1-e^{-x})}{x\,(1-p\,e^{-x})}. \tag{10}$$

For diffuse walls this is

$$F_0(x)=1-\frac{1-e^{-x}}{x}=1-\int_0^1e^{-xq}\,dq, \tag{11}$$

which rises steadily from 0 to 1.

## The chord identity

Insert (11) into the sum with the weights (2), and write $y=e^{-x}$. The factor $n$ cancels against the $1/n$ in $F_0(nx)$:

$$\sum_{n\ge1}w_nF_0(nx)=1-\frac{(1-p)^2}{x}\sum_{n\ge1}p^{n-1}(1-y^n).$$

The two geometric sums are $\sum p^{n-1}=1/(1-p)$ and $\sum p^{n-1}y^n=y/(1-py)$. Their difference is

$$\frac1{1-p}-\frac y{1-py}=\frac{1-py-y+py}{(1-p)(1-py)}=\frac{1-y}{(1-p)(1-py)}.$$

One factor $1-p$ cancels, and what is left is (10):

$$F_p(x)=(1-p)^2\sum_{n\ge1}n\,p^{n-1}F_0(nx). \tag{12}$$

This is the run argument of the opening with bulk scattering included.

## Average over the wire

The current density is proportional to $v_zf_1\propto v_z^2h$. Normalized to the bulk, where $h=1$,

$$R_p=\frac{3}{4\pi}\int d\Omega\,\cos^2\theta\;\frac{1}{\pi d^2/4}\int dA\;h. \tag{13}$$

For a fixed direction, divide the cross-section into strips parallel to the projected velocity: $dA=db\,d\ell$, with $\ell=s\sin\theta$ running from 0 to $c$. The $\ell$ integral of $h$ is $c\,F_p(L/\lambda)$. Put $b=\frac d2\sin a$, so $c=d\cos a$ and $db=\frac d2\cos a\,da$. The two signs of $b$ give equal parts, and

$$\frac{4}{\pi d^2}\int db\,c\,F_p=\frac{4}{\pi d^2}\cdot2\cdot\frac{d^2}{2}\int_0^{\pi/2}\cos^2a\,F_p\,da=\frac4\pi\int_0^{\pi/2}\cos^2a\,F_p\,da.$$

The azimuth gives $2\pi$ and the two hemispheres a factor 2, so the angular prefactor is $\frac{3}{4\pi}\cdot2\pi\cdot2=3$. Thus

$$R_p(\kappa)=\frac{12}{\pi}\int_0^{\pi/2}\!\!\int_0^{\pi/2}\sin\theta\cos^2\theta\cos^2a\;F_p\!\left(\frac{\kappa\cos a}{\sin\theta}\right)d\theta\,da. \tag{14}$$

As a check of the factor, $F_p=1$ gives $\frac{12}\pi\cdot\frac13\cdot\frac\pi4=1$.

Now insert (12) into (14). All terms are non-negative, so sum and integral may be exchanged. The $n$th term contains $F_0(n\kappa\cos a/\sin\theta)$, whose average is $R_0(n\kappa)$. This proves (3).

The diffuse function can be reduced further. With (11), equation (14) at $p=0$ reads

$$R_0=1-\frac{12}{\pi\kappa}\iint\sin^2\theta\cos^2\theta\,\cos a\,\bigl(1-e^{-\kappa\cos a/\sin\theta}\bigr)\,d\theta\,da.$$

Integrate by parts in $a$, with $\cos a$ as the derivative of $\sin a$. The boundary terms vanish, at $a=0$ through $\sin a$ and at $a=\pi/2$ through the bracket. What remains is $(\kappa/\sin\theta)\int\sin^2a\,e^{-\kappa\cos a/\sin\theta}da$. Substituting $u=\cos a$ and $t=1/\sin\theta$, for which $|d\theta|=dt/(t\sqrt{t^2-1})$ and $\cos^2\theta=(t^2-1)/t^2$, gives

$$R_0(\kappa)=1-\frac{12}{\pi}\int_0^1\!\sqrt{1-u^2}\,S_4(\kappa u)\,du,\qquad S_4(z)=\int_1^\infty\! e^{-zt}\,\frac{\sqrt{t^2-1}}{t^4}\,dt. \tag{15}$$

The series built from (15) was compared with the direct integral (14) for $p=0.2,\,0.5,\,0.9$ and $\kappa=0.1,\,0.625,\,5$. The largest difference in the nine cases is $5\times10^{-10}$.

## Limits and truncation

**Thin wire.** For small $x$, $F_0(x)\to x/2$, and (14) gives

$$R_0\to\frac{12}\pi\cdot\frac\kappa2\int_0^{\pi/2}\cos^2\theta\,d\theta\int_0^{\pi/2}\cos^3a\,da=\frac{12}{\pi}\cdot\frac\kappa2\cdot\frac\pi4\cdot\frac23=\kappa.$$

Since $F_0(x)\le x/2$, also $R_0(n\kappa)\le n\kappa$, and the limit may be taken term by term in (3):

$$R_p\to\kappa(1-p)^2\sum_n n^2p^{n-1}=\kappa\,\frac{1+p}{1-p}. \tag{16}$$

The factor is that of (1). The limit needs $\kappa\ll1-p$, because runs of about $1/(1-p)$ chords must still be short compared with $\lambda$. The approach is slow: chords nearly parallel to the axis are never short, and the relative error is of order $q\ln(1/q)$ with $q=\kappa/(1-p)$. At $p=0.5$ and $q=0.1$ the integral (14) is still about 20 % below (16). At $p=0.5$ and $\kappa=10^{-4}$ the computed $R_p/\kappa$ is 2.996, against 3 from (16).

**Thick wire.** For large $x$, $F_p\to1-(1-p)/x$. The average of $1/x$ in (14) is $\frac{12}{\pi\kappa}\int\sin^2\theta\cos^2\theta\,d\theta\int\cos a\,da=\frac{12}{\pi\kappa}\cdot\frac{\pi}{16}=\frac3{4\kappa}$, so

$$R_p\to1-\frac{3(1-p)}{4\kappa}. \tag{17}$$

Short chords near the wall, for which $x$ is not large, correct this at order $\kappa^{-3}$. The neglected term is at most $(1-p)e^{-x}/x$, and its average contains $\frac1\kappa\int\cos a\,e^{-\kappa\cos a}da\sim\kappa^{-3}$. At $p=0.5$, $\kappa=50$, equation (17) gives 0.992500 and the integral 0.992501.

**Specular walls.** As $p\to1$ at fixed $\kappa$, (10) gives $F_p\to1$ for every $x>0$, so $R_p\to1$. Each single weight in (3) then tends to zero while the important $n$ grow without bound. The case $p=1$ is a limit of the series, not a value obtained by inserting $p=1$ in its terms.

**Truncation.** The weight beyond $n=N$ follows by differentiating $\sum_{n>N}p^n=p^{N+1}/(1-p)$:

$$W_N=(1-p)^2\,\frac{d}{dp}\frac{p^{N+1}}{1-p}=p^N\bigl[1+N(1-p)\bigr]. \tag{18}$$

Because $R_0$ increases with its argument and stays below 1, the omitted terms lie between $W_NR_0((N+1)\kappa)$ and $W_N$.

## A 10 nm wire

Take $d=10$ nm, $\lambda=16$ nm, bulk resistivity $\rho_0=5$ µΩ cm and $p=0.5$. These are round numbers in the rough regime of tungsten near room temperature. Then $\kappa=10/16=0.625$, and the first terms of (3) are:

| $n$ | $\lambda/n$ (nm) | $w_n$ | $R_0(n\kappa)$ | partial sum |
|---|---|---|---|---|
| 1 | 16.0 | 0.2500 | 0.3726 | 0.0931 |
| 2 | 8.0 | 0.2500 | 0.5526 | 0.2313 |
| 3 | 5.33 | 0.1875 | 0.6586 | 0.3548 |
| 4 | 4.0 | 0.1250 | 0.7271 | 0.4457 |

The second row, for example, adds $0.2500\times0.5526=0.1382$. Eight terms give 0.5802. The weight left is $W_8=0.5^8(1+4)=0.0195$, and the bracket for the full sum is 0.5971 to 0.5997. The converged value is

$$R_{0.5}=0.5974,\qquad\rho=\frac{5}{0.5974}=8.37\ \text{µΩ cm}=8.37\times10^{-8}\ \Omega\,\text{m}.$$

Fully diffuse walls would give $5/0.3726=13.4$ µΩ cm. The term $n=1$, electrons whose chord has diffuse hits at both ends, supplies only 0.093 of the 0.597. Half of all hits are diffuse, yet three quarters of the chords belong to longer runs, and these carry more current per chord.

If the weights $w_n$ are applied to absolute conductivities, instead of those in (4), the sum is 0.251 of the bulk value. This is below even the diffuse result 0.373, which cannot be right, since by (10) raising $p$ raises the conductivity.

Two tests bypass parts of the derivation. Tracing 65,536 electrons backwards through explicit reflections and summing (8), without assuming equal chords, gives 0.5974. In a simulated sequence of hits, the shares of chords in runs of one to five are 0.250, 0.250, 0.187, 0.125 and 0.078, in agreement with (2).

## Where the series fails

**Other cross-sections.** In a square wire the chords of one path differ, and (9) no longer follows from (8). The sign of the error can be found. The response summed over a run of total reduced length $X$ is $g(X)=XF_0(X)=X-1+e^{-X}$, which is convex. For a run of chords $x_1,\dots,x_n$,

$$g\Bigl(\sum_i x_i\Bigr)=g\Bigl(\frac1n\sum_i n x_i\Bigr)\le\frac1n\sum_i g(nx_i)=\sum_i x_iF_0(nx_i). \tag{19}$$

The left side is the true response and the right side is what the series assigns. Specular motion preserves the uniform distribution over positions and directions, so each chord of a run has the same statistics, and averaging (19) shows that the series cannot underestimate. For a square wire of side 10 nm with the same $\lambda$ and $p$, ray tracing gives 0.598 and the series 0.617, which is 3 % too high.

**Angle-dependent specularity.** A rough wall reflects grazing electrons more specularly. In a circular wire the angle of incidence is conserved along a path, so (12) still holds chord by chord, but $p$ now varies from path to path and the weights cannot be taken out of the average (14). Take $p=\exp[-(2k_Fh_r\cos\beta)^2]$, with $\beta$ the angle from the normal, $\cos\beta=\sin\theta\cos a$, $k_F$ the Fermi wave number and $h_r$ the roughness height. The Drude formula with $n_e=k_F^3/3\pi^2$ carriers per volume gives $\sigma_0=e^2k_F^2\lambda/(3\pi^2\hbar)$. From $\rho_0\lambda=8.0\times10^{-16}$ Ω m² follows an effective $k_F=12.3$ nm⁻¹. Choosing $h_r=0.051$ nm makes the average of $p$ over the flux striking the wall equal to 0.5. The resistivity is then 7.21 µΩ cm, 14 % below the constant-$p$ value. This $h_r$ is a fitting value, well below one atomic step on tungsten (about 0.16 nm on the (001) face); a roughness of one step would make the average $p$ about 0.07, and the gap to the constant-$p$ result would be about half as large.

## The model beside a real wire

The resistivity and mean free path chosen are of the right size for tungsten, but its Fermi surface is not a sphere, and $k_F$ above is an effective number. The value $p=0.5$ is a choice; a real $p$ depends on the interface, and between $p=0.5$ and $p=0$ the result moves from 8.4 to 13.4 µΩ cm. An interconnect can also be polycrystalline, and its cross-section need not be circular. Grain boundaries are the largest omission estimated here. In the Mayadas–Shatzkes model with grain size $D=10$ nm and boundary reflection $r=0.3$, the parameter is $\alpha=\frac{\lambda}{D}\frac{r}{1-r}=0.69$ and $\sigma/\sigma_0=3\int_0^1\mu^3/(\mu+\alpha)\,d\mu$. Boundaries alone then raise 5 to 9.8 µΩ cm, an increase of 4.8 against 3.4 from the walls. A wire with these grains and with $p=0.5$ therefore lies well above 8.4 µΩ cm. The statement depends on the chosen $D$, $r$ and $p$: with much larger grains or weakly reflecting boundaries the walls dominate again.

The other effects estimated are smaller. If the transverse Fermi velocity is changed by $\mp20\,\%$ at fixed $\rho_0$ and $\tau$, the time to cross the wire changes and $\kappa$ is divided by 0.8 or 1.2; the result is 7.7 or 9.0 µΩ cm. This is an ellipsoidal Fermi surface with an assumed 20 % distortion; it shows the sensitivity and is not an estimate for the Fermi surface of tungsten, where the effect can be larger. At 380 K instead of 300 K, with $\rho_0$ proportional to temperature and $\rho_0\lambda$ and $p$ held fixed, the wire has 9.7 µΩ cm. Its increase of 1.35 is close to the bulk increase of 1.33, so the wall contribution hardly changes. Transverse quantization leaves 917 modes per spin, 3.5 % fewer than the semiclassical count $k_F^2d^2/16=950$. This measures the size of the effect, not its influence on the resistivity. Thermal smearing, $k_BT/E_F=0.0045$ at 300 K with the free-electron mass in $E_F$, is negligible at this accuracy. The full set of values is in the numerical output below.

## Computed values

```
wire diameter                          10.0 nm
bulk mean free path                    16.0 nm
bulk resistivity                       5.00 microohm cm
specularity p                          0.50
kappa = diameter / mean free path      0.6250
n, lambda/n (nm), weight, diffuse ratio R_0(n kappa), partial sum
  1   16.000  0.250000  0.372576  0.093144
  2    8.000  0.250000  0.552639  0.231304
  3    5.333  0.187500  0.658635  0.354798
  4    4.000  0.125000  0.727076  0.445682
  5    3.200  0.078125  0.774150  0.506163
  6    2.667  0.046875  0.808122  0.544043
  7    2.286  0.027344  0.833594  0.566837
  8    2.000  0.015625  0.853299  0.580170
weight left after 8 terms              0.019531
bracket from 8 terms                   0.597141 to 0.599701
full series, conductivity ratio        0.597391
direct integral, conductivity ratio    0.597391
ray tracing, conductivity ratio        0.59739
largest series-integral gap, 9 cases   5.1e-10
wire resistivity, p = 0.5              8.370 microohm cm
wire resistivity, p = 0                13.420 microohm cm
misread sum (absolute, weight n)       0.251161 of bulk
simulated share of chords in runs n=1..5: 0.2501 0.2498 0.1873 0.1254 0.0779
thin limit: ratio/kappa at kappa=1e-4  2.9958
thick wire: ratio at kappa=50          0.992501
square wire, traced ratio              0.5984
square wire, series (not valid)        0.6169
effective Fermi wave number            12.33 1/nm
effective Fermi energy (free mass)     5.79 eV
thermal smearing kT/E_F at 300 K       0.0045
grain boundaries alone, reflection     0.30
grain boundaries alone, resistivity    9.77 microohm cm
angle-dependent p, roughness height    0.0512 nm
angle-dependent p, resistivity         7.208 microohm cm
transverse velocity x 0.8, resistivity 7.708 microohm cm
transverse velocity x 1.2, resistivity 9.022 microohm cm
wire resistivity at 380 K              9.718 microohm cm
transverse modes per spin, counted     917
transverse modes per spin, classical   950.3
mode deficit                           3.51 %
```
